\section*{Effective temperature of field-driven hopping at zero lattice temperature}

\section{Problem}

A carrier of charge magnitude $e$ hops between localized states in an amorphous film. The amplitude of each state decays as $\exp(-r/a)$ with $a=0.5$ nm, and the field is $F=1$ MV/cm. The lattice is at 0 K, so the carrier can emit phonons but cannot absorb them. It can nevertheless reach sites of higher energy, because the field does work on it.

\begin{enumerate}
\item The fastest hop that raises the site energy by $\varepsilon$ has a rate proportional to $\exp(-\varepsilon/k_BT_F)$. Find $T_F$.
\item Is the stationary occupation of the sites a Fermi function at $T_F$?
\item What becomes of the result when the lattice is at 300 K?
\end{enumerate}

Site energy means the energy of a localized state without the potential of the applied field. The coordinate $x$ runs along the force on the carrier, so a displacement $x$ releases the energy $eFx$.

\section{A tempting solution}

The wave function extends over a distance $a$. Over that distance the field supplies
\begin{equation}
eFa=(0.100\ \mathrm{eV/nm})(0.50\ \mathrm{nm})=0.0500\ \mathrm{eV}.
\end{equation}
If this energy plays the part of $k_BT$, then
\begin{equation}
T=\frac{eFa}{k_B}
=\frac{0.0500\ \mathrm{eV}}{8.617\times10^{-5}\ \mathrm{eV/K}}
\approx580\ \mathrm{K}.
\end{equation}
A seemingly more careful version says that a climb $\varepsilon$ needs a hop of length $\varepsilon/(eF)$, and that the wave function has there fallen to $\exp[-\varepsilon/(eFa)]$. It gives the same temperature.

\section{Where it fails}

The second version has the right hop length but uses an amplitude where a rate is needed. The matrix element between two states a distance $r$ apart falls as $\exp(-r/a)$, apart from slower factors. A transition rate contains the square of the matrix element:
\begin{equation}
\Gamma(r)=\nu_0\left(e^{-r/a}\right)^2=\nu_0e^{-2r/a}.
\label{eq:rate}
\end{equation}
The rate therefore decays over $a/2$. Keeping only the exponential is a model assumption, accurate for $r\gg a$. For two hydrogen-like 1s states, for example, the resonance integral without overlap corrections is proportional to $(1+r/a)e^{-r/a}$, and at $r=2a$ its logarithm falls only two thirds as fast as that of $e^{-r/a}$. For the full level splitting of H$_2^+$ the fraction is 0.73. The temperature found below belongs to the pure exponential; for short hops between real states it is a rough scale. Had $a$ been defined by the decay of the probability density, $|\psi|^2\propto\exp(-r/a)$, the rate would fall as $\exp(-r/a)$ and 580 K would be correct. The convention for $a$ must be known before a number is quoted.

\section{The fastest upward hop}

A hop that raises the site energy by $\varepsilon$ and moves the carrier by $x$ changes its total energy by $\varepsilon-eFx$. With phonon emission alone this change cannot be positive:
\begin{equation}
\varepsilon-eFx\le0
\quad\Longrightarrow\quad
r\ge x\ge\frac{\varepsilon}{eF}.
\end{equation}
The shortest allowed hop lies along the force and has $r=\varepsilon/(eF)$. I take $\nu_0$ to be independent of the emitted phonon energy. Equation~\eqref{eq:rate} then gives
\begin{equation}
\Gamma_{\max}(\varepsilon)
=\nu_0\exp\left(-\frac{2\varepsilon}{eFa}\right).
\end{equation}
Comparison with $\exp(-\varepsilon/k_BT_F)$ yields
\begin{equation}
k_BT_F=\frac{eFa}{2},
\qquad
T_F=\frac{0.0250\ \mathrm{eV}}{8.617\times10^{-5}\ \mathrm{eV/K}}
=290\ \mathrm{K}.
\label{eq:TF}
\end{equation}
This answers the first question. For $\varepsilon=0.10$ eV the shortest hop is 1.00 nm, and the exponential factor is $e^{-4}=0.0183$.

The temperature in Eq.~\eqref{eq:TF} describes how a rate depends on energy. The lattice remains at 0 K. In this model $T_F$ is proportional to both $F$ and $a$, and it vanishes with the field, as it must when no other source of energy is present.

\section{All final positions}

The occupation depends on the sum over all final sites. Let these be spread uniformly in space, with a density of states independent of energy and no correlation between sites. Put $\lambda=a/2$, so that $k_BT_F=eF\lambda$, and define $s=x/\lambda$ and $u=\varepsilon/(k_BT_F)$. The condition $x\ge\varepsilon/(eF)$ becomes $s\ge u$.

First integrate over the distance $\rho$ from the $x$ axis. At fixed $x$, $r^2=x^2+\rho^2$ gives $\rho\,d\rho=r\,dr$, and hence
\begin{align}
\int_0^\infty2\pi\rho\,e^{-r/\lambda}\,d\rho
&=2\pi\int_{|x|}^\infty r e^{-r/\lambda}\,dr\nonumber\\
&=2\pi\lambda^2(1+|s|)e^{-|s|}.
\end{align}
With $dx=\lambda\,ds$, the upward rate is proportional to
\begin{equation}
2\pi\lambda^3\int_u^\infty(1+s)e^{-s}\,ds
=2\pi\lambda^3(u+2)e^{-u}.
\end{equation}
For a site lower by the same energy the condition is $s\ge-u$. The integral over all $s$ is 4, and the excluded part, $s<-u$, is $(u+2)e^{-u}$ by symmetry. Without the common factor $2\pi\lambda^3$, the rate for a scaled energy change $d$ is therefore
\begin{equation}
K(d)=
\begin{cases}
(d+2)e^{-d},&d\ge0,\\
4-(|d|+2)e^{-|d|},&d<0.
\end{cases}
\label{eq:kernel}
\end{equation}

At a lattice temperature $T$ without a field, detailed balance would make the ratio of upward to downward rates equal to $\exp(-\varepsilon/k_BT)$. Here the ratio is
\begin{equation}
\frac{K(u)}{K(-u)}
=\frac{(u+2)e^{-u}}{4-(u+2)e^{-u}}.
\end{equation}
For small $u$, $(u+2)e^{-u}\approx2-u$, so the ratio is $(2-u)/(2+u)\approx1-u$, as for a temperature $T_F$. For large $u$ it tends to $(u+2)e^{-u}/4$, which has the exponential of $T_F$ but a growing prefactor. At $u=4$ it is 0.0282, against $e^{-4}=0.0183$. Detailed balance at $T_F$ does not hold, so the occupation has to be found from the kinetics.

\section{The stationary occupation}

Let $f(u)$ be the mean occupation, with $u$ now measured from the Fermi level. In mean field, arrivals and departures balance when
\begin{multline}
[1-f(u)]\int K(u-u')f(u')\,du'\\
=f(u)\int K(u'-u)[1-f(u')]\,du'.
\end{multline}
Call the first integral $G(u)$. A constant density of states permits the symmetric solution $f(-u)=1-f(u)$. Substituting $u'=-v$ in the second integral gives
\begin{equation}
\int K(-u-v)f(v)\,dv=G(-u).
\end{equation}
The balance then reads $(1-f)G(u)=fG(-u)$, or
\begin{equation}
f(u)=\frac{G(u)}{G(u)+G(-u)},
\qquad
\frac{f(u)}{1-f(u)}=\frac{G(u)}{G(-u)}.
\label{eq:balance}
\end{equation}

For a Fermi function, $-\ln[f/(1-f)]$ is a straight line whose slope is the inverse temperature. This suggests a local temperature $T_{\rm loc}$ for any $f$:
\begin{equation}
\frac{T_F}{T_{\rm loc}(u)}
=-\frac{d}{du}\ln\frac{f(u)}{1-f(u)}.
\end{equation}
At the Fermi level, Eq.~\eqref{eq:balance} makes the right side $-2G'(0)/G(0)$. To find $G'(0)$, differentiate Eq.~\eqref{eq:kernel}. Both branches give
\begin{equation}
K'(d)=-(1+|d|)e^{-|d|}.
\end{equation}
This function is even, and $f(u')+f(-u')=1$. Its integral weighted with $f$ is thus half its full integral:
\begin{equation}
G'(0)=\frac12\int_{-\infty}^{\infty}K'(d)\,dd
=\frac12(-4)=-2.
\end{equation}
Consequently
\begin{equation}
\frac{T_{\rm loc}(0)}{T_F}=\frac{G(0)}{4}.
\end{equation}

The value of $G(0)$ requires $f$ itself. I solved Eq.~\eqref{eq:balance} by repeated substitution on a grid from $u=-40$ to $40$ with spacing 0.05. The result is $G(0)/4=1.10$, hence $T_{\rm loc}(0)=319$ K. At 0.10 eV above the Fermi level, $T_{\rm loc}=326$ K. The answer to the second question is that the occupation resembles a Fermi function, but not one at $T_F$. No single temperature describes it exactly, yet within 0.35 eV of the Fermi level $T_{\rm loc}$ stays between 319 and 327 K, 10 to 13\% above $T_F$, and one Fermi function at about 325 K reproduces $\ln[f/(1-f)]$ there within 0.03.

\section{The high-energy tail}

The role of $T_F$ in the occupation appears far above the Fermi level. There $1-f\approx1$, and the balance is $f(u)G(-u)=G(u)$.

For the loss rate $G(-u)$, write $K(d)$ as a step, equal to 4 for $d<0$ and zero for $d>0$, plus an odd remainder that decays exponentially. In $G(-u)$ the remainder is centred on an energy where $f\approx1$, so its two halves cancel up to exponentially small terms. The step contributes
\begin{align}
4\int_{-u}^{\infty}f(v)\,dv
&=4\left[\int_0^u(1-f)\,dv+\int_0^\infty f\,dv\right]\nonumber\\
&=4u+4\int_u^\infty f\,dv
\approx4u.
\end{align}

For the gain, write $f(u)=C(u)e^{-u}$. Arrivals from below give $e^{-u}\int_{-\infty}^{u}C(u')(u-u'+2)\,du'$. Arrivals from above give, for slowly varying $C$, about $\kappa Ce^{-u}$ with
\begin{equation}
\kappa=\int_0^\infty e^{-t}\left[4-(t+2)e^{-t}\right]dt
=4-\frac14-1=\frac{11}{4}.
\end{equation}
This is small beside the loss $4uCe^{-u}$ when $u$ is large. At leading order,
\begin{equation}
4uC(u)=\int_{-\infty}^{u}C(u')(u-u'+2)\,du'.
\end{equation}
Differentiate once, including the upper limit, and then again:
\begin{align}
4C+4uC'&=2C+\int_{-\infty}^{u}C(u')\,du',
\label{eq:first}\\
8C'+4uC''&=2C'+C.
\end{align}
Thus $4uC''+6C'-C=0$. With $z=\sqrt u$,
\begin{equation}
C'=\frac{C_z}{2z},\qquad
C''=\frac{C_{zz}}{4z^2}-\frac{C_z}{4z^3},
\end{equation}
and the equation becomes
\begin{equation}
C_{zz}+\frac2zC_z-C=0
\quad\Longleftrightarrow\quad
(zC)_{zz}=zC.
\end{equation}
Its solutions are $C=e^{z}/z$ and $C=e^{-z}/z$. The second cannot stand alone: it would make every term of Eq.~\eqref{eq:first} vanish at large $u$ except the integral of the positive function $C$. The growing solution therefore dominates, and
\begin{equation}
-\frac{d\ln f}{du}
=1-\frac{1}{2\sqrt u}+\frac{1}{2u}+O(u^{-3/2}).
\label{eq:tail}
\end{equation}
The neglected $\kappa$ replaces $4u$ by $4u-\kappa$ in the loss term. That changes the $u^{-1/2}$ term by a relative amount of order $1/u$, which is within the stated remainder.

At $u=25$ the formula gives 0.920 and the grid solution 0.919, so $T_{\rm loc}\approx316$ K. The approach to $T_F$ is slow. This point lies 0.625 eV above the Fermi level, and it illustrates the mathematical limit rather than an accessible trap energy in the film considered below.

\section{A lattice at 300 K}

At a lattice temperature $T_L$ the carrier can also absorb phonons. Take an additional factor $\exp[-(\varepsilon-eFx)/k_BT_L]$ when $\varepsilon>eFx$, and leave the emission prefactor unchanged. For a hop along the force with $0\le x\le\varepsilon/(eF)$, the logarithm of the rate varies as
\begin{equation}
-\frac{2x}{a}-\frac{\varepsilon-eFx}{k_BT_L}
=-\frac{\varepsilon}{k_BT_L}
+eFx\left(\frac1{k_BT_L}-\frac1{k_BT_F}\right).
\end{equation}
If $T_L<T_F$, the longest hop in this range is fastest and the field supplies all the energy. If $T_L>T_F$, the shortest available hop is fastest and phonons supply the part $\varepsilon-eFx$ that the field does not. At 300 K the two routes have almost equal exponents, since $T_F=290$ K.

The summed rate becomes
\begin{equation}
K_L(d)=\int_{-\infty}^{\infty}(1+|s|)e^{-|s|}
e^{-\max(d-s,0)\,T_F/T_L}\,ds.
\end{equation}
Solving Eq.~\eqref{eq:balance} with this kernel, at the same field and on the same grid, gives $T_{\rm loc}(0)=475$ K. This exceeds both $T_L$ and $T_F$, so the larger of the two is a poor estimate of the occupation temperature here. The number depends on the phonon factor: $1/\{1+\exp[(\varepsilon-eFx)/k_BT_L]\}$ applied to all hops has the same 0 K limit and the same detailed balance, and it gives 439 K. Phonon absorption also opens hops in which the field supplies only part of the climb. For $T_L=T_F$ the integrand between $s=0$ and $s=d$ is $(1+s)e^{-d}$, and that range adds $(d+d^2/2)e^{-d}$ to the upward rate. At 0 K these hops are forbidden. The answer to the third question is that 290 K still marks where the two routes exchange their order, but it is not the carrier temperature of a film at 300 K.

\section{Phase-change films and current filaments}

The parameters are roughly those of an amorphous phase-change memory film near threshold switching. A field of 1 MV/cm is on the high side, and some films switch at a few tenths of that. A 20 nm film would carry 2.0 V. The estimates below use rough material values and keep $a$ and $F$ fixed.

\paragraph{Sparse sites.} This is a serious departure. For a density of states of $10^{20}$ cm$^{-3}$eV$^{-1}$, a 0.1 eV window holds $10^{19}$ sites per cm$^3$, or one site per cube of side 4.6 nm. The hop considered above is 1.0 nm long. For a density of states $g$, the number of higher sites within a distance $r$ that the field makes accessible is $g\int_{x>0}eFx\,d^3r=\pi g\,eF r^4/4$. It reaches one at $r=3.4$ nm. The averaged rates are then governed by rare close pairs, while an upward hop of this length carries about $e^{-2(3.36)/0.5}\approx e^{-13}$ instead of $e^{-4}$ if $a$ is constant. Along the force the field releases 0.34 eV over this length, nearly the trap depth used below; the barrier tilt then lowers the exponent from 13.4 to 9.3, the same as for escape to the band, so that escape competes with such hops. The exponent in Eq.~\eqref{eq:TF} still applies to a suitable pair, but the mean-field occupations do not predict transport through such a film.

\paragraph{Phonon energy.} The occupations above let a hop emit any energy at the full rate. Phonon energies in such films are a few tens of meV, comparable with $k_BT_F=25$ meV. If the energy emitted in one hop is capped at 100, 50 or 25 meV, the same balance at 0 K gives $T_{\rm loc}(0)\approx380$, 610 or 1170 K instead of 319 K. A hard cap is crude, since several phonons can be emitted at a reduced rate, but it shows that the occupation temperature depends strongly on how energy is lost. The fastest upward hop emits no energy, so Eq.~\eqref{eq:TF} is not affected by the cap.

\paragraph{Barrier tilt.} For a trap depth $\phi=0.35$ eV, the field lowers the tunnel barrier along the hop to $\phi-eFx$. The local decay rate of the amplitude is then $a^{-1}\sqrt{1-eFx/\phi}$, and the exponent of the hop rate is
\begin{equation}
\frac2a\int_0^{\varepsilon/eF}\sqrt{1-\frac{eFx}{\phi}}\,dx
=\frac{4\phi}{3eFa}
\left[1-\left(1-\frac{\varepsilon}{\phi}\right)^{3/2}\right].
\end{equation}
At 0.10 eV it is 3.70 instead of 4.00, so that $\varepsilon/k_B$ divided by the exponent is 314 K; the local slope of the exponent at this energy corresponds to 343 K. For escape to the band, $\varepsilon=\phi$, it is 9.3 instead of 14.0. Constant $a$ is thus tolerable for short hops with $eFx\ll\phi$ and poor near the band edge.

\paragraph{Charged traps.} If the carrier leaves an opposite charge behind, its barrier along the force has the form $-e^2/(4\pi\epsilon_0\epsilon_rr)-eFr$. The maximum lies below the zero-field band edge by $\sqrt{e^3F/(\pi\epsilon_0\epsilon_r)}$, which is 0.24 eV for $\epsilon_r=10$. That is a large part of the 0.35 eV depth, so thermal emission to the band may compete with hopping at 300 K. Tunnelling through the lowered barrier, estimated with the local decay rate $a^{-1}\sqrt{V/\phi}$ for a remaining barrier $V$, has an exponent of about 4.4, close to the 4.0 of the example hop, so escape to the band can compete even at 0 K.

\paragraph{Joule heat.} For uniform current density $J$, thermal conductivity $\kappa_{\rm th}$ and cold contacts at $z=0$ and $L$, the equation $\kappa_{\rm th}T''=-JF$ gives $T-T_0=JFz(L-z)/(2\kappa_{\rm th})$. The rise at the centre is
\begin{equation}
\Delta T=\frac{JFL^2}{8\kappa_{\rm th}}.
\end{equation}
With $J=10^4$ A/cm$^2$, $L=20$ nm and $\kappa_{\rm th}=0.2$ W/(m\,K), this is 2.5 K. It reaches 290 K at $J\approx1.2\times10^6$ A/cm$^2$. A thermal boundary resistance $R$ at each contact adds $JFLR/2$; for $R=10^{-8}$ m$^2$K/W the rise becomes 3.5 K and the current density for 290 K falls to $8\times10^5$ A/cm$^2$. Thus $T_F$ can be large while the lattice is hardly heated. In a narrow filament the current density may be much higher, and heat also leaves sideways, which this slab estimate omits. A threshold voltage or a filament radius would require the current--field relation together with the heat balance; $T_F$ alone supplies neither.

Numerical values quoted here were computed with a short program.
